Steady Copper-Ion Flux Across a Dielectric in a Uniform Field

**1. Definitions and conventions**

The film occupies 0 < x < L. The ion source is at x = 0 and the counter-electrode at x = L. All fluxes are counted positive from the source towards the counter-electrode.

c(x): concentration of mobile ions, each of charge ze with z > 0
c0, c_L: its values just inside the film at x = 0 and x = L
D: diffusion coefficient, the same everywhere in the film
ψ(x): electrostatic potential
V = ψ(0) − ψ(L): potential drop inside the film
u = zeV/kT: the same drop in thermal units
φ(x) = ze[ψ(x) − ψ(0)]/kT, so that φ(0) = 0 and φ(L) = −u
s = x/L: scaled position

Positive V drives ions away from the source. V is the internal drop; it differs from the voltage applied to the terminals by any contact potential between the electrodes and by any voltage dropped in the electrodes or at their interfaces with the film. Band bending in a semiconducting electrode is an example of such a drop.

The model has one mobile ionic species, no trapping and no reactions inside the film. The source holds c0 at a value independent of V. Sections 2 to 6 take the field to be uniform, except where a general potential is stated.

**2. The flux law and its first integral**

Diffusion and drift add to give

J = −D dc/dx + v c. (1)

The drift velocity v is fixed by equilibrium. When J = 0 the ions must follow the Boltzmann distribution, c ∝ e^(−φ), for which dc/dx = −(dφ/dx)c. Putting this into (1) with J = 0 gives v = −D dφ/dx, which is the Einstein relation. In a uniform field φ = −us, hence

v = Du/L. (2)

For any potential, (1) now reads J = −D[dc/dx + (dφ/dx)c]. The product rule turns the bracket into a single derivative:

J = −D e^(−φ) d(c e^φ)/dx.

In the steady state no ions accumulate, so J is independent of x. Multiply by e^φ/D and integrate from 0 to L, using φ(0) = 0 and φ(L) = −u:

(J/D) ∫₀ᴸ e^φ dx = c0 − c_L e^(−u). (3)

**3. The steady flux**

For the uniform field the integral in (3) is

∫₀ᴸ e^(−ux/L) dx = L(1 − e^(−u))/u.

Define

G(u) = u/(1 − e^(−u)), G(0) = 1. (4)

Multiplying numerator and denominator of G(−u) = −u/(1 − e^u) by −e^(−u) gives G(−u) = u e^(−u)/(1 − e^(−u)), so

G(−u) = e^(−u) G(u). (5)

Equation (3) then becomes

J = (D/L)[G(u) c0 − G(−u) c_L]. (6)

If the counter-electrode removes ions so quickly that c_L is negligible, the result is

J = (D c0/L) G(u). (7)

How quickly is quick enough follows from a finite removal velocity κ, defined by J = κc_L. Substituting c_L = J/κ in (6) and collecting the terms in J gives

J = (D c0/L) G(u) / [1 + D G(−u)/(κL)].

Equation (7) therefore needs κ ≫ (D/L)G(−u). Under strong forward bias G(−u) is exponentially small and this demand is weak, but it secures only the steady flux. The exit concentration c_L = J/κ is small compared with c0 only if κ ≫ (D/L)G(u), about v, and the profile (8), the lag (12) and the bounds of section 7 need this stronger condition. With κ = 100(D/L)G(−u), for instance, J is within 1% of (7) but c_L = c0 e^u/101, about 10³ c0 at u = 11.6. Filling that layer takes about 8 L²/D, and its charge distorts the field. Under strong reverse bias G(−u) is close to |u|, and κ must be much larger than the drift speed |v|. If the electrode blocks ions altogether, κ = 0 and the steady flux is zero; (6) then gives c_L = c0 e^u. Under forward bias this accumulation grows exponentially with u, and its charge eventually invalidates the uniform field, at a bias that depends on c0.

The profile follows by integrating d(c e^φ)/dx = −(J/D)e^φ from x to L with c_L = 0:

c(x) e^(−us) = (J/D)(L/u)[e^(−us) − e^(−u)].

Multiplying by e^(us) and inserting (7),

c(x)/c0 = [1 − e^(−u(1−s))]/[1 − e^(−u)]. (8)

At u = 0 this is the straight line 1 − s. For large positive u it is a plateau at c0, ending in a depleted layer of thickness about L/u at the counter-electrode. Drift carries the flux on the plateau, and diffusion carries it at the absorbing face, where c = 0. For large negative u the ions are confined near the source, with c ≈ c0 e^(−|u|s) except close to x = L.

**4. Limits, and what the asymmetry means**

For small u, 1 − e^(−u) = u(1 − u/2 + u²/6 − …). Taking the reciprocal of the bracket to second order gives 1 + (u/2 − u²/6) + u²/4, so

G(u) = 1 + u/2 + u²/12 + … (9)

The leading term is the diffusion flux D c0/L. For large forward bias G → u and J → vc0, which is ordinary drift, linear in V. For large reverse bias (5) gives G → |u|e^(−|u|). The exponential thus belongs to the reverse flux, not to the forward flux, as long as the field is uniform up to the source, c0 is fixed, and D and the mobility do not depend on field. An image potential at a metal source breaks the first condition and makes the forward flux grow faster than linearly even at constant D (section 8).

Two relations hold at every bias. From (5),

J(u)/J(−u) = e^u, (10)

and, again from (5), G(u) − G(−u) = G(u)(1 − e^(−u)) = u, so

J(u) − J(−u) = vc0. (11)

Equation (11) says that the amount by which the forward flux exceeds pure drift equals the flux at the opposite bias. Both relations are derived here for a uniform field, c_L = 0 and the same c0 for both polarities. The ratio (10) also survives if a fixed potential, symmetric about the middle of the film, is added to the uniform field: replacing s by 1 − s in the integral in (3) then shows that reversing the bias multiplies it by e^u. Equation (11) does not survive such an addition in general. If reversing the bias changes the supply of ions at the source while the field stays uniform, the ratio in (10) acquires the further factor c0(V)/c0(−V).

The pure-drift formula vc0 is too small by 1% of itself when 1/(1 − e^(−u)) = 1.01. This gives e^(−u) = 0.01/1.01 = 1/101, or u = ln 101 = 4.615. Above that value the error is smaller.

In code, 1 − e^(−u) loses digits near u = 0. It should be computed as −expm1(−u), with G(0) = 1 set separately. For large negative u, G(u) = e^u G(−u) avoids overflow.

**5. Time needed to reach the steady flux**

Let the film be empty at t = 0, with c0 applied at the source from then on and c_L = 0. The local flux j(x,t) is given by the right side of (1), and ∂c/∂t = −∂j/∂x. Let Q(t) be the number of ions per unit area that have left at x = L.

Choose a weight h(x) that satisfies

D h″ + v h′ = 0, h(0) = 0, h(L) = 1,

which gives h = (1 − e^(−us))/(1 − e^(−u)). Multiply the continuity equation by h and integrate by parts:

d/dt ∫hc dx = −j(L,t) + ∫h′j dx.

Insert j = −D ∂c/∂x + vc and integrate the diffusion term by parts once more:

∫h′j dx = D h′(0) c0 + ∫(D h″ + v h′)c dx.

The boundary term at L is absent because c_L = 0, and the last integral vanishes by the choice of h. Since h′(0) = (u/L)/(1 − e^(−u)) = G(u)/L, the remaining term is the steady flux J of (7). Integrating over time from the empty state,

∫hc(x,t) dx = Jt − Q(t).

At late times c tends to the profile (8), so Q → J(t − t_lag), with J t_lag = ∫hc dx evaluated on that profile. Write a = e^(−u). The product of the two numerators is

(1 − e^(−us))(1 − e^(−u(1−s))) = 1 + a − e^(−us) − e^(−u(1−s)),

and each of the last two exponentials integrates over s to (1 − a)/u. Therefore

J t_lag = L c0 [1 + a − 2(1 − a)/u]/(1 − a)².

Dividing by J = D c0 u/[L(1 − a)] and using (1 + a)/(1 − a) = coth(u/2),

t_lag = (L²/D)[u coth(u/2) − 2]/u². (12)

The lag is even in u: reversing the bias changes the size of the steady flux but not the delay. For small u, u coth(u/2) = 2 + u²/6 − u⁴/360 + …, so t_lag = (L²/D)(1/6 − u²/360 + …). This series should replace (12) near u = 0, where (12) loses digits. For large |u| the lag tends to L²/(D|u|) = L/|v|, the transit time.

The approach to the asymptote is exponential. Setting c minus its steady value equal to e^(us/2)g(x)e^(−λt) removes the first derivative from the transport equation and leaves D g″ − (v²/4D)g = −λg. With g = 0 at both ends, g = sin(mπs) for m = 1, 2, …, and the slowest rate is

λ₁ = (D/L²)(π² + u²/4). (13)

**6. Strong fields: hopping between sites**

For hopping ions, a constant mobility is the limit in which the energy gained per hop is small compared with kT. To see what replaces (7) otherwise, divide the film into N hops of length a = L/N over identical symmetric barriers. The forward and backward rates are k₊ = k0 e^(u/2N) and k₋ = k0 e^(−u/2N), with k0 = D/a². Let n_j be the number of ions per unit area in plane j. Then

J = k₊n_j − k₋n_(j+1).

Try n_j = A + B r^j with r = k₊/k₋ = e^(u/N). The B terms cancel because k₋r = k₊, leaving J = A(k₊ − k₋), independent of j as a steady flux must be. The end conditions A + B = n_0 and A + B e^u = 0 give A = n_0/(1 − e^(−u)). With n_0 = ac0,

J = (2D c0/a) sinh(u/2N)/(1 − e^(−u)) = (D c0/L) G(u) S, (14)

S = sinh(u/2N)/(u/2N).

S is even in u, so the ratio (10) survives in this model at any field. The forward flux itself stops being linear in V once u/2N = zeVa/(2LkT) is no longer small, and grows exponentially when that quantity is large.

**7. When the field may be called uniform**

The ions carry charge and distort the field. Let ε be the permittivity of the film, n = c/c0, and let δ be the change in φ that the ions cause at fixed V, so that φ = −us + δ. Poisson's equation gives

d²δ/ds² = −γn, δ(0) = δ(1) = 0, γ = z²e²c0L²/(εkT). (15)

With c_L = 0, (3) becomes JL/(D c0) = 1/∫₀¹ e^(−us+δ) ds, which is positive. Bounds on δ therefore give bounds on J.

First, n ≤ 1. The scaled flux is −n′ + fn with f = −dφ/ds, and (15) gives f′ = γn. Differentiating the constant flux gives n″ = fn′ + γn². Integrating the first-integral form from x to L, as for (8), shows that n > 0 inside the film. Wherever n′ = 0, then, n″ = γn² > 0, so n has no interior maximum and cannot exceed its larger end value, 1.

Second, since δ″ ≤ 0 and δ vanishes at both ends, δ ≥ 0. The difference γs(1−s)/2 − δ has second derivative −γ(1 − n) ≤ 0 and also vanishes at both ends, so it too is non-negative. Hence

0 ≤ δ ≤ γs(1−s)/2.

The lower limit gives JL/(D c0) ≤ G(u). Replacing the upper limit by its maximum γ/8, or by the larger function γs/2, gives two lower bounds on the flux:

JL/(D c0) ≥ e^(−γ/8) G(u) and JL/(D c0) ≥ G(u − γ/2). (16)

The first limits the relative loss by the same factor at every bias, and is informative when γ is not large. The second is sharper under strong forward bias. At fixed c0 and V, the average space charge of the ions, as described by (15), cannot raise the flux. The bounds do not cover fixed charge in the film, or the attraction of each ion to its own image in a metal electrode.

**8. Worked example**

The parameters are round values and do not represent a particular dielectric: T = 500 K, L = 100 nm = 10⁻⁵ cm, D = 10⁻¹⁴ cm²/s, c0 = 10¹⁴ cm⁻³, relative permittivity 4, a = 0.5 nm and z = 1. The scales are

kT/e = 0.04309 V
D c0/L = 10⁻¹⁴ × 10¹⁴/10⁻⁵ = 10⁵ cm⁻² s⁻¹
L²/D = 10⁻¹⁰/10⁻¹⁴ = 10⁴ s

At V = 0.5 V, u = 0.5/0.04309 = 11.6. Here e^(−u) is about 10⁻⁵, so G = 11.6 and J = 1.16 × 10⁶ cm⁻² s⁻¹. Equations (7), (8) and (12) give, for several internal drops:

| V (V) | J (cm⁻² s⁻¹) | c(L/2)/c0 | t_lag (s) |
|---|---|---|---|
| −0.5 | 10.6 | 0.0030 | 713 |
| −0.1 | 2.53 × 10⁴ | 0.239 | 1534 |
| 0 | 1.00 × 10⁵ | 0.500 | 1667 |
| 0.1 | 2.57 × 10⁵ | 0.761 | 1534 |
| 0.5 | 1.16 × 10⁶ | 0.997 | 713 |
| 5 | 1.16 × 10⁷ | 1.000 | 85 |

From 0.5 V to 5 V the flux rises tenfold, as linear drift in a uniform field requires. Between +0.5 V and −0.5 V it falls by a factor 1.10 × 10⁵, which is e^u with u = 11.605; between +0.1 V and −0.1 V the factor is only 10.2. Pure drift is good to 1% above 4.615 × 0.04309 V = 0.199 V.

After 10⁵ s at +0.5 V the number of ions passed is 1.16 × 10⁶ × (10⁵ − 713) = 1.15 × 10¹¹ cm⁻². At −0.5 V it is 1.05 × 10⁶ cm⁻². The late-time form is justified here: by (13), λ₁t = 10 × (9.87 + 33.7), or about 440, far larger than the exponents of order |u| in the spatial factors.

At 5 V the field is 0.50 MV/cm, and the ionic current density is eJ = 1.86 × 10⁻¹² A/cm². The lag of 85 s is slightly below the transit time of 86 s because (12) tends to (L/v)(1 − 2/u) at large u. The hopping argument is u/2N = 116/400 = 0.290, so S = 1.014 and constant mobility underestimates the hopping flux by about 1.4%. The argument reaches 1 at 0.50/0.290 = 1.7 MV/cm, where linear drift is no longer a fair description of this hopping model.

The space-charge parameter is γ = 0.105. The mean distance between ions, c0^(−1/3) = 215 nm, exceeds the film thickness, so (15) describes only their average charge, and the losses given here refer to that average. Image attraction is a separate effect, left out of the table, and at a metal source it is not small. Its energy e²/(16πεx) equals kT at x = 2.1 nm, which is to be compared not with L but with L/u, the length that dominates the integral in (3) under forward bias; this is 0.86 nm at 5 V. The field then lowers the image barrier by about 3 kT. Adding the image term at the source to φ in (3) makes the flux rise by a factor of about 35 to 56 from 0.5 V to 5 V, for cut-offs of the image potential between 1 and 0.25 nm, instead of tenfold. The absolute flux then also depends strongly on where c0 is fixed. For the average charge, the first bound in (16) limits the loss of flux, relative to (7), to 1.3% at any bias. Solving (15) together with the flux equation numerically, by collocation, gives a loss of 0.43% at 0 V. This agrees with a first-order estimate. At u = 0 the scaled flux is 1/∫e^δ ds, so the loss is ∫δ ds to first order, with δ″ = −γ(1−s) from the uniform-field profile. The function s(1−s)/2 has second derivative −1 and vanishes at both ends, as δ does, so two integrations by parts give ∫δ ds = −∫δ″·s(1−s)/2 ds = γ∫(1−s)·s(1−s)/2 ds = γ/24, or 0.44%. At 5 V the same numerical solution gives 0.044%, just inside the 0.045% allowed by the second bound.

Since γ is proportional to c0L², raising c0 to 10¹⁶ cm⁻³ makes γ = 10.5. At 5 V the second bound still limits the loss to about γ/(2u) = 4.5%. At 0 V the first bound guarantees only e^(−1.31) = 0.27 of the uniform-field flux, so (7) can no longer be relied on there and the coupled equations should be solved.
